# Choosing interface width and relaxation time in phase-field step-flow growth

## Definitions and the two settings

A vicinal crystal surface descends towards \(+x\) in steps one layer high, spaced \(L\) apart. Height \(\phi\) is counted in layers, so \(\phi(x+L)=\phi(x)-1\). The adatom coverage in excess of its equilibrium value is \(u\), also in layers. Adatoms diffuse with diffusivity \(D\) and desorb after a mean time \(\tau_s\), which gives the diffusion length \(x_s=\sqrt{D\tau_s}\). The net flux \(F\) is the deposition rate minus the equilibrium evaporation rate.

The phase-field form of Burton-Cabrera-Frank theory used here is of the Liu-Metiu type:
\[
\tau\phi_t=W^2\phi_{xx}-\sin2\pi\phi+\lambda u\,h(\phi),\qquad h=1-\cos2\pi\phi,
\]
\[
u_t=Du_{xx}-u/\tau_s+F-\phi_t .
\]
The last term removes from \(u\) what the crystal gains. At integer \(\phi\) both the sine and \(h\) vanish, so flat terraces remain solutions for any \(u\). Since \(\int_0^1h\,d\phi=1\), the coefficient \(\lambda\) is the driving force per layer and per unit \(u\).

The user chooses the interface width \(W\) and the relaxation time, written as
\[
\tau=\alpha\lambda W^2/D .
\]
The width is a numerical parameter, far larger than a real step edge. The question is which \(\alpha\) reproduces fast attachment, meaning \(u=0\) at both edges of every terrace, and how large \(W\) may then be. The analysis assumes \(W\ll L,x_s\), \(\lambda VW/D\ll1\) and \(VL/D\ll1\), where \(V\) is the step speed, and equal exchange with both terraces.

## The sharp-step speed

In a frame moving with the steps, \(X=x-Vt\), a steady terrace obeys
\[
Du''+Vu'-u/\tau_s+F=0 .
\]
Integrating the full \(u\) equation across a step, with \(-\phi_t=V\phi'\), \(u\) continuous and \(\phi\) falling by one, gives \(D[u'(0^+)-u'(0^-)]=V\). By periodicity \(u'(0^-)=u'(L^-)\).

Let \(u=u_b\) at both edges; fast attachment is \(u_b=0\). Write \(u=F\tau_s-(F\tau_s-u_b)w\). Then \(Dw''+Vw'-w/\tau_s=0\) and \(w(0)=w(L)=1\). With \(p=V/2D\) and \(q^2=p^2+1/x_s^2\),
\[
w=e^{-pX}(\cosh qX+b\sinh qX),\qquad b=\frac{e^{pL}-\cosh qL}{\sinh qL}.
\]
The end slopes are \(w'(0)=-p+qb\) and \(w'(L)=-p+qe^{-pL}(\sinh qL+b\cosh qL)\). Inserting \(b\) and using \(\sinh^2-\cosh^2=-1\), the last bracket times \(e^{-pL}\) becomes \((\cosh qL-e^{-pL})/\sinh qL\). Subtracting \(b\) yields
\[
V=R\,(F\tau_s-u_b),\qquad R=\frac{2Dq(\cosh qL-\cosh pL)}{\sinh qL}.
\]
This is an implicit equation, because \(R\) contains \(V\). For \(p\to0\), \((\cosh y-1)/\sinh y=\tanh(y/2)\) gives
\[
R=\frac{2D}{x_s}\tanh\frac{L}{2x_s},\qquad V_0=2x_sF\tanh\frac{L}{2x_s}.
\]
Wide terraces give \(V_0\to2x_sF\): each step collects from one diffusion length on either side. Narrow terraces give \(V_0\to FL\): nearly the whole net flux is incorporated.

## The resting step

At rest with \(u=0\), \(W^2\phi''=\sin2\pi\phi\). Multiply by \(\phi'\) and integrate from a terrace, where \(\phi'=0\):
\[
\tfrac12W^2\phi'^2=\frac{1-\cos2\pi\phi}{2\pi}=\frac{\sin^2\pi\phi}{\pi}.
\]
For a descending step, \(\phi'=-(k/\pi)\sin\pi\phi\) with \(k=\sqrt{2\pi}/W\). Separating variables gives \(\ln\tan(\pi\phi/2)=-kx\), hence
\[
\phi=\frac2\pi\arctan e^{-kx},\qquad \sin\pi\phi=\operatorname{sech}kx .
\]

## What the relaxation time does

For a moving step \(\phi_t=-V\phi'\). Multiply the \(\phi\) equation by \(\phi'\) and integrate across the step. The gradient term and the sine integrate to zero, leaving
\[
\tau V\int\phi'^2dx=\lambda\int u\,h(\phi)(-\phi')\,dx .
\]
With the resting profile, \(\int\phi'^2dx=2k/\pi^2=I/W\), where \(I=(2/\pi)^{3/2}\). The weight on the right is \(g=(2k/\pi)\operatorname{sech}^3kx\), whose integral is one. Denoting its average by \(\langle\cdot\rangle\),
\[
\tau VI/W=\lambda\langle u\rangle .
\]
The step therefore responds to \(u\) averaged over its own width. The sharp model refers instead to the terrace solution extrapolated to the step, \(u_{ext}\), and the two differ.

Inside the step the leading balance is \(Du''=-V\phi'\). For equal fluxes from both sides the extrapolated terrace solution is \(u_{ext}+V|x|/2D\), a cusp. The true \(u\) exceeds it by an amount \(e\) that decays away from the step. For \(x>0\), \(De''=-V\phi'\) gives \(De'=-V\phi\) and
\[
e(x)=\frac VD\int_{|x|}^{\infty}\phi\,ds,
\]
the other side following by symmetry. Thus \(\langle u\rangle=u_{ext}+KWV/D\), with
\[
KW=\left\langle\frac{|x|}2+\int_{|x|}^{\infty}\phi\,ds\right\rangle
=\int_0^\infty\phi\,ds+\left\langle\int_0^{|x|}(\tfrac12-\phi)ds\right\rangle .
\]

To evaluate \(K\), put \(\theta=\pi\phi\), so \(ds=-d\theta/(k\sin\theta)\). In the second term exchange the order of integration; the weight beyond \(s\) is \(\int_0^{\phi}h\,d\phi=(\theta-\sin\theta\cos\theta)/\pi\). Then
\[
kKW=\frac1\pi\int_0^{\pi/2}\!\frac{\theta}{\sin\theta}d\theta+\frac2{\pi^2}\int_0^{\pi/2}\!\Big(\frac\pi2-\theta\Big)\Big(\frac{\theta}{\sin\theta}-\cos\theta\Big)d\theta .
\]
Integration by parts with \(\ln\tan(\theta/2)=-2\sum_{n\,odd}\cos(n\theta)/n\) gives
\[
\int_0^{\pi/2}\!\frac{\theta\,d\theta}{\sin\theta}=2G,\qquad
\int_0^{\pi/2}\!\frac{\theta^2d\theta}{\sin\theta}=2\pi G-\tfrac72\zeta(3),
\]
where \(G\) is Catalan's constant and \(\sum_{n\,odd}n^{-3}=\tfrac78\zeta(3)\) was used. The cosine integral \(\int_0^{\pi/2}(\pi/2-\theta)\cos\theta\,d\theta\) equals 1. The first term is \(2G/\pi\), and the second is \((2/\pi^2)[-\pi G+\tfrac72\zeta(3)-1]\). Catalan's constant cancels:
\[
K=\frac{7\zeta(3)-2}{\pi^2\sqrt{2\pi}}=0.259278 .
\]
Direct quadrature of the defining integrals gives the same six digits, and also \(I=0.507949\).

Solving for the extrapolated coverage,
\[
u_{ext}=\beta V,\qquad \beta=\frac{\tau I}{\lambda W}-\frac{KW}{D}=\frac WD(\alpha I-K).
\]
The first term is the sluggishness of the phase field. The second has the opposite sign because the rounded cusp offers the step more adatoms than the extrapolation suggests. Fast attachment, \(\beta=0\), requires
\[
\alpha^*=K/I=0.510442 .
\]
This is the Karma-Plapp idea of fixing the relaxation time at finite width.

For another fixed \(\alpha\), \(\beta\) vanishes only in proportion to \(W\). Setting \(u_b=\beta V\) in the sharp formula gives \(V=RF\tau_s/(1+\beta R)\), a relative error near
\[
-\beta R=-2(\alpha I-K)\frac W{x_s}\tanh\frac L{2x_s}.
\]
If \(\alpha<\alpha^*\), \(\beta\) is negative and this term makes the step too fast.

The same relation serves a surface with finite attachment. Let \(d=D\beta\) be the desired kinetic length. If each side of the step attaches adatoms with coefficient \(\kappa\), this \(d\) is half the commonly quoted length \(D/\kappa\). Choose
\[
\alpha=(K+d/W)/I .
\]
Here \(\alpha\) must change with \(W\); holding it fixed would change the physics during a width study. The driving condition also becomes stricter, \(\lambda V(W+d)/D\ll1\), since the coverage at the step is larger.

## The error that remains

With \(\alpha=\alpha^*\), two effects of order \(W^2\) survive.

First, the terrace profile is curved. Near the step \(u\ll F\tau_s\), so the extrapolated solution contains \(-Fx^2/2D\). This lowers \(\langle u\rangle\) by \(Fm_g/2D\), where \(m_g=\langle x^2\rangle\). As \(\beta=0\), the projection then requires \(u_{ext}=Fm_g/2D\).

Second, the excess \(e\) desorbs too. Two integrations by parts give
\[
\int e\,dx=\frac{2V}{D}\int_0^\infty x\phi\,dx=\frac{Vm_s}{2D},\qquad m_s=\int x^2(-\phi')dx .
\]
The terraces must supply this loss, so the flux into the step is \(V(1+m_s/2x_s^2)\). Hence
\[
V\Big(1+\frac{m_s}{2x_s^2}\Big)=RF\tau_s\Big(1-\frac{m_g}{2x_s^2}\Big).
\]

For the moments, expanding \(\operatorname{sech}y\) in exponentials gives \(\int y^2\operatorname{sech}y\,dy=\pi^3/4\) over the whole line, so \(m_s=\pi^2/4k^2\). From \(\operatorname{sech}^3=(\operatorname{sech}-\operatorname{sech}'')/2\) and two integrations by parts,
\[
\int y^2\operatorname{sech}^3y\,dy=\frac{\pi^3}8-\pi,\qquad m_g=\frac{\pi^2/4-2}{k^2}.
\]
With \(k^2=2\pi/W^2\), to leading order,
\[
\frac{\delta V}{V}=-\frac{m_s+m_g}{2x_s^2}=-\frac{\pi^2-4}{8\pi}\Big(\frac W{x_s}\Big)^2=-0.23354\Big(\frac W{x_s}\Big)^2 .
\]

The driving force also distorts the profile. For equal terraces the first distortion \(\phi_1\) is even in \(x\). It changes \(\int\phi'^2dx\) by \(2\int\phi'\phi_1'dx\), which vanishes by parity. Its direct effect on the driving integral is \(\int u'h\phi_1dx\), zero for the same reason, and the change it causes in \(u\) is odd and averages to zero. The speed is thus unaffected at first order in \(\lambda VW/D\). Unequal terraces lack this symmetry and were not simulated.

## A calculation that can detect the error

Without desorption, averaging the \(u\) equation over the cell and over a steady period gives \(V=FL\) for every \(W\) and \(\alpha\). A run with \(W=1\) µm and the wrong value \(\alpha=2\alpha^*\) indeed gave \(V/FL=1.00000000\). Such a speed says nothing about attachment. The coverage still does, since it is raised by \(\beta V\).

Weak desorption makes the speed less sensitive: for \(L\ll x_s\), \(R\approx L/\tau_s\) and the first-order error shrinks to \((\alpha I-K)WL/x_s^2\). At a given \(W/x_s\) this error grows with the spacing as \(\tanh(L/2x_s)\), so terraces comparable to, or wider than, the diffusion length show it best.

For the simulation, \(\psi=\phi+x/L\) is periodic and can be differentiated by Fourier transform. One step in a periodic cell represents the uniform train. Second-order backward differences replace \(\psi_t\) by \(c\psi-a\), where \(c=3/2\Delta t\) and \(a=(4\psi^n-\psi^{n-1})/2\Delta t\). With \(b_u\) the corresponding combination for \(u\), the new coverage satisfies
\[
(c+1/\tau_s-D\partial_x^2)u=a+b_u+F-c\psi .
\]
It is linear in \(\psi\), so it is eliminated, and Newton iteration solves the remaining equation
\[
\tau(c\psi-a)-W^2\psi_{xx}+\sin2\pi\phi-\lambda u\,h(\phi)=0 .
\]
The speed is \(L\) times the rate of rise of the mean of \(\psi\).

The implicit coupling has a purpose. Inside the step, adatoms are consumed at a rate \(\lambda h/\tau=hD/\alpha W^2\), up to about \(2.5\times10^4\) s\(^{-1}\) for the narrowest interface below. The time step used there, \(0.01W/FL=0.0125\) s, is hundreds of times longer than the inverse of that rate.

## Worked example: wide terraces on Si(111)

The inputs are illustrative, chosen with Si(111) at 1400 K in mind, though the desorption time is shorter than real silicon allows there (see the last section): \(D=400\) µm²/s, \(\tau_s=0.25\) s, hence \(x_s=10\) µm, with \(L=10\) µm and \(F=0.02\) layers/s. A layer is a bilayer 0.314 nm high. The sharp quasi-static speed is
\[
V_0=2(10)(0.02)\tanh(0.5)=0.18485\ \text{µm/s},
\]
or 185 nm/s. A layer takes \(10/0.18485=54.1\) s, a growth rate of 0.35 nm/min.

Step motion changes this speed by a relative \(2.6\times10^{-8}\), much less than \((px_s)^2=5.3\times10^{-6}\). Expanding \(R\) with \(\ell=L/x_s\) explains it:
\[
\frac{\delta R}{R}=\frac{(px_s)^2}{2}\Big[1+\frac{\ell}{\sinh\ell}-\frac{\ell^2}{\cosh\ell-1}\Big].
\]
At \(\ell=1\) the bracket is \(1+0.8509-1.8413=0.0096\), a near cancellation. The bracket is smaller still for narrower terraces and tends to 1 for very wide ones.

The simulations used \(\lambda=20\) and six grid points per \(W\). Errors are relative to the sharp speed:

| \(W\) (µm) | error, \(\alpha^*\) | error, \(2\alpha^*\) |
|---|---|---|
| 2.00 | −0.897% | −5.39% |
| 1.00 | −0.229% | −2.56% |
| 0.50 | −0.0580% | −1.24% |
| 0.25 | −0.0146% | −0.610% |

Halving \(W\) divides the first column by nearly four and the second by about two. The observed orders between the two narrowest widths are 1.99 and 1.02. The fitted \(W^2\) coefficient at 0.25 µm is −0.2338, against −0.2335 from theory. A numerical shift of \(10^{-6}\) in the speed would move the fitted value by 0.0016, so the agreement is meaningful to about 1%. A shift of that size also reaches the last digit of the two narrowest entries in the \(\alpha^*\) column.

The last entry can be followed by hand. For \(2\alpha^*\), \(\beta=KW/D=0.2593(0.25)/400=1.62\times10^{-4}\) s/µm. Since \(R=0.18485/0.005=36.97\) µm/s, \(\beta R=0.00599\), a speed loss of 0.596%. The second-order term adds \(0.2335(0.025)^2=0.0146\%\), giving 0.610%.

The coverage shows the rounded cusp. At \(W=0.25\) µm its minimum is \(2.70\times10^{-5}\) layers, against \(e(0)=2GV/\pi kD=2.69\times10^{-5}\). A nonzero value at the step centre is therefore no sign of slow attachment; the extrapolated value is the one to inspect.

Refining to eight points per \(W\) and halving the time step together, at \(W=0.5\) µm, shifted the speed by a relative \(1.2\times10^{-6}\). Doubling \(\lambda\) at \(W=1\) µm, with \(\alpha^*\) fixed, shifted it by \(-3\times10^{-8}\). Both are far below the width errors at those settings. The numerical output follows the text.

## Choosing the settings

For fast attachment, use \(\alpha^*\) with this sine and this \(h\). Other potentials, couplings or normalizations need their own \(I\) and \(K\) from the same integrals.

For a relative speed error \(\epsilon\) in a uniform train, the leading law gives
\[
W\approx x_s\sqrt{\epsilon/0.2335}.
\]
With \(x_s=10\) µm and \(\epsilon=0.1\%\), this is 0.65 µm. At \(2\alpha^*\) the first-order error is 2.40% per µm of width here, so the same accuracy would need about 0.04 µm and some sixteen times as many grid points. The width must also remain small against \(L\), whatever \(x_s\) permits.

Once the order is known to be two, results at two widths suffice to remove the leading error. At \(\alpha^*\), the combination \((4V_{W/2}-V_W)/3\) for 0.5 and 0.25 µm gives
\[
[4(0.1848199)-0.1847397]/3=0.184847\ \text{µm/s},
\]
which agrees with the sharp speed to the digits shown. When the sharp speed is unknown, checking the order takes a third width: successive differences in speed should shrink by about four, and from 1 to 0.5 to 0.25 µm they shrink by 3.9. Extrapolation removes the leading error of the width, and leaves errors of the physical model untouched.

## Against a real surface

The spacing of 10 µm corresponds to a miscut of 0.0018°, far below that of ordinary wafers, and would need a specially prepared surface. Temperature matters strongly. With an equilibrium coverage of 0.1, the inputs imply an equilibrium evaporation of \(0.1/0.25=0.40\) layers/s, twenty times the net flux. With a rough sublimation energy of 4.2 eV, a drift of 1 K then changes the net flux, and with it the speed, by about 50%. Real silicon evaporates more slowly: its vapour pressure at 1400 K, uncertain by about a factor of two, limits evaporation to roughly 0.07 layers/s, for which the same drift changes the net flux by about a tenth. At a coverage of 0.1 this limit means \(\tau_s\) of at least about 1.4 s, and hence \(x_s\) of at least about 24 µm for the same \(D\); a vapour pressure twice as high would lower these bounds to 0.7 s and 17 µm. The example therefore tests the method and does not predict the speed on silicon. Fast attachment is also an assumption: a trial value \(d=1\) µm would lower the speed by 8.5%. Both effects dwarf the width error at 0.25 µm. Exclusion between adatoms is neglected as well. If it changed the deposition rate of 0.42 layers/s by a tenth, the size of the coverage, the change would be twice the net flux; \(F\) must therefore be read as the net flux actually achieved.

A heating field of 5 V/cm acting on an effective charge of 0.1 \(e\), both rough, drives an adatom flux equal to 18% of the growth flux per side. In this model it enters through \(p\). With the step motion left out of \(p\), it changes the speed by only \(2\times10^{-8}\) in relative terms; with the motion included, the change is still below \(10^{-7}\). These figures hold for fast attachment; for steps that attach adatoms from each side at a finite rate, with \(d=1\) µm, the change reaches about \(2\times10^{-5}\), which is still small. None of this says anything about step bunching, which a cell with one step cannot show.

Islands could also form between steps. An island of radius \(r\) costs \(2\pi r\gamma-\pi r^2\Delta\mu/\Omega\), with \(\gamma\) the step free energy per length, \(\Omega\) the area per atom and \(\Delta\mu\) the gain per atom. The maximum, at \(r=\gamma\Omega/\Delta\mu\), is \(\pi\gamma^2\Omega/\Delta\mu\). With fast attachment the largest supersaturation is 0.57%; a rough \(\gamma=0.2\) eV/nm then gives 98 \(kT\), and islands are negligible. Because the barrier varies as \(\gamma^2\), the conclusion is sensitive: a simple attempt-rate estimate gives one island per area \(L^2\) per layer at \(\gamma\approx0.13\) eV/nm. That marks the onset of nucleation. Slow attachment narrows the margin: with \(d=1\) µm the coverage at the step is \(\beta V\approx4.2\times10^{-4}\), the mid-terrace supersaturation rises to 0.94%, the barrier at 0.2 eV/nm falls to 59 \(kT\), and the onset moves to \(\gamma\approx0.17\) eV/nm. Well below it, islands would form in large numbers and step flow itself would fail, whatever the choice of \(W\) and \(\alpha\).

## Table of computed values

```
D = 400 um^2/s, tau_s = 0.25 s, x_s = 10.0 um
L = 10.0 um, net flux F = 0.02 layers/s, lambda = 20
T = 1400 K, kT = 0.1206 eV, equilibrium coverage = 0.1
bilayer height = 0.3136 nm, area per atom = 0.0639 nm^2
miscut angle = 0.00180 degrees
I: closed form 0.507949, quadrature 0.507949
K: closed form 0.259278, quadrature 0.259278
alpha for fast attachment K/I = 0.510442
moment, sech^3 weight = 0.074389 W^2
moment, sech weight = 0.392699 W^2
high flux 2.0 layers/s: sharp speed = 18.48939 um/s
  same from terrace mass balance = 18.48939 um/s
quasi-static sharp speed = 0.1848469 um/s
sharp speed with moving steps = 0.1848469 um/s
  = 184.85 nm/s; relative motion correction = 2.6e-08
V L / D = 0.00462
lambda V W / D at W = 1 um: 0.00924
W (um), speed (um/s) and relative error, alpha = K/I:
  2.00  0.1831881  -8.974e-03
  1.00  0.1844233  -2.292e-03
  0.50  0.1847397  -5.796e-04
  0.25  0.1848199  -1.461e-04
W (um), speed (um/s) and relative error, alpha = 2K/I:
  2.00  0.1748798  -5.392e-02
  1.00  0.1801167  -2.559e-02
  0.50  0.1825536  -1.241e-02
  0.25  0.1837193  -6.100e-03
observed orders, alpha = K/I:  [1.969 1.983 1.988]
observed orders, alpha = 2K/I: [1.075 1.044 1.024]
W^2 coefficient: theory -0.23354, simulation -0.23378
alpha = 2K/I, W = 0.25 um: predicted speed = 0.1837193 um/s
coverage at step, W = 0.25 um: theory 2.688e-05, simulation 2.699e-05 layers
coverage mid-terrace: sharp 5.6591e-04, simulation 5.6601e-04 layers
finer grid and time step, W = 0.5 um: shift = 1.2e-06
lambda doubled, W = 1 um: shift = -3.0e-08
no desorption, alpha = 2K/I, W = 1 um: V/(F L) = 1.00000000
long run, W = 1 um: 1.014 layers at 0.1844233 um/s
time per layer = 54.10 s
growth rate = 0.3478 nm/min
equilibrium evaporation = 0.40 layers/s
sublimation energy (rough) = 4.2 eV
net flux change per 1 K drift = 50 percent
speed loss, kinetic length 1.0 um = 8.46 percent
heating field = 5.0 V/cm, effective charge = 0.1 e (rough)
electromigration flux / growth flux per side = 0.179
relative speed change from electromigration = 2.1e-08
largest supersaturation = 0.566 percent
nucleation barrier at 0.2 eV/nm (rough) = 98 kT
step free energy for one island per L^2 per layer = 0.133 eV/nm
```
